\section*{Why the Hall Response of Phonon-Assisted Hopping Needs Three Sites}

\section{One bond and its phase}

\textbf{Q:} My carriers hop between localized states with the help of phonons. A magnetic field puts a phase on each hop. Why can I not get a Hall response from a single pair of sites?

\textbf{A:} Let us write down what the field does. Take one carrier of charge $q$ and one nondegenerate orbital $|i\rangle$ per site, with spin left out:
\begin{equation}
H=\sum_i |i\rangle\langle i|\,(\varepsilon_i+h_i)+\sum_{i\ne j}V_{ji}|j\rangle\langle i| ,\qquad
V_{ji}=J\,e^{i\theta_{ji}},\quad \theta_{ji}=\frac{q}{\hbar}\int_i^j\mathbf A\cdot d\mathbf l .
\end{equation}
Here $h_i$ is the phonon Hamiltonian when the carrier sits on $i$, and $J$ is real and independent of the phonons. Its sign matters later.

For two sites, let $U=|1\rangle\langle1|+e^{i\theta_{21}}|2\rangle\langle2|$. Then
\begin{equation}
\langle2|U^\dagger HU|1\rangle=e^{-i\theta_{21}}\,Je^{i\theta_{21}}=J .
\end{equation}
The phase has gone. $U$ does not act on the phonons, and it commutes with the projectors $|i\rangle\langle i|$, so neither the initial state (carrier on site 1, phonons thermal) nor the measured site probabilities change. The transfer probability is therefore independent of $\theta_{21}$ at every time and for any strength of $J$.

\textbf{Q:} The field also squeezes the orbitals, which changes $J$ itself.

\textbf{A:} It can change $|J|$, but evenly. Reversing $\mathbf B$ replaces the spinless electronic Hamiltonian by its complex conjugate, hence $V_{ji}$ by $V_{ji}^*$, whose modulus is the same. That gives magnetoresistance. A Hall response is odd in $\mathbf B$.

\textbf{Q:} So I add a third site and the problem is solved?

\textbf{A:} Not if the three form an open chain. You can then choose the phase of site 2 to clear the first bond and that of site 3 to clear the second. In a closed triangle there are three bond phases but two useful site phases. What survives is the product around the loop,
\begin{equation}
V_{jk}V_{ki}V_{ij}=J^3e^{i\Phi},\qquad \Phi\equiv\Phi_{ikj}=\frac{q}{\hbar}\oint_{i\to k\to j\to i}\mathbf A\cdot d\mathbf l ,
\end{equation}
in which each site phase enters once with each sign and cancels. $\Phi$ is $q/\hbar$ times the enclosed flux, counted positive for an anticlockwise loop with $\mathbf B$ along $+\hat{\mathbf z}$. The requirement is a closed loop, and three is the smallest number of single-orbital sites that makes one. A square lattice with nearest-neighbour transfer needs four. Several orbitals on one site could supply loops of their own, which is why I excluded them.

\section{Two paths to the same final state}

\textbf{Q:} How does a rate come to know about the loop?

\textbf{A:} The carrier can go from $i$ to $j$ directly or through $k$, and both paths can end in the same phonon state. Let $n,m,l$ label phonon states with the carrier on $i,j,k$, with total energies $E_{in},E_{jm},E_{kl}$. Up to second order in $V$ the transition amplitude is
\begin{equation}
T_{jm,in}=\underbrace{V_{ji}\langle m|n\rangle}_{a}
+\underbrace{\sum_l\frac{V_{jk}V_{ki}\langle m|l\rangle\langle l|n\rangle}{E_{in}-E_{kl}+i0}}_{b},
\end{equation}
and the golden rule gives
\begin{equation}
W_{i\to j}=\frac{2\pi}{\hbar}\sum_{nm}p_n\,\big(|a|^2+2\,\mathrm{Re}\,a^*b+|b|^2\big)\,\delta(E_{in}-E_{jm}),
\end{equation}
with $p_n$ the thermal weights on site $i$. This assumes a phonon continuum, so that a steady rate exists. In $|a|^2$ and $|b|^2$ the phases cancel. Moreover $|b|^2$ is of fourth order and contains the two successive hops $i\to k\to j$, which a rate equation already counts. The interference term, with $a^*=V_{ij}\langle n|m\rangle$, is
\begin{equation}
W^{(3)}=\frac{4\pi}{\hbar}\,\mathrm{Re}\Big[J^3e^{i\Phi}\sum_{nml}p_nF_{nml}\frac{\delta(E_{in}-E_{jm})}{E_{in}-E_{kl}+i0}\Big],
\end{equation}
where $F_{nml}=\langle n|m\rangle\langle m|l\rangle\langle l|n\rangle$ is real, because the phonon Hamiltonians are real and so are their eigenfunctions.

Now use $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$:
\begin{equation}
\mathrm{Re}\big[(\cos\Phi+i\sin\Phi)(\mathcal P\tfrac1x-i\pi\delta(x))\big]
=\cos\Phi\,\mathcal P\tfrac1x+\pi\sin\Phi\,\delta(x).
\end{equation}
The flux-odd part is thus
\begin{equation}
W_{\rm odd}(i\to j)=\frac{4\pi^2}{\hbar}J^3\sin\Phi\;S,\quad
S=\sum_{nml}p_nF_{nml}\,\delta(E_{in}-E_{jm})\,\delta(E_{in}-E_{kl}).
\label{odd}
\end{equation}

\textbf{Q:} There are two delta functions. Is the third site really reached?

\textbf{A:} The intermediate state must conserve energy, so the third level has to be in resonance. A virtual detour, with $k$ off resonance, has a real energy denominator. It contributes through $\cos\Phi$, which is blind to the sign of the field. The resonant detour supplies a factor $-i$, a quarter-cycle shift relative to the virtual one, and this turns $\cos\Phi$ into $\sin\Phi$. A loop phase is necessary but not sufficient; the phonons must bring three levels together.

\textbf{Q:} Does the field make the carrier leave site $i$ faster?

\textbf{A:} The flux-odd part does not, in this order. The $\cos\Phi$ term can change the total escape rate, but equally for both field directions. For the odd part, exchange $j$ and $k$: the loop runs backwards, so $\Phi$ changes sign, while $F$ becomes $F^*=F$ and $S$ stays the same. Hence
\begin{equation}
W_{\rm odd}(i\to j)+W_{\rm odd}(i\to k)=0 .
\end{equation}
The odd part only moves hops from one destination to the other. This is a second view of the two-site result: with a single destination there is nothing to redistribute.

\section{How often three levels meet}

\textbf{Q:} Can you give $S$ for a small polaron?

\textbf{A:} First write the delta functions as time integrals:
\begin{equation}
S=\int\!\!\int\frac{d\tau\,d\tau'}{4\pi^2}\,
\mathrm{Tr}\big[\rho_i\,e^{iH_i(\tau+\tau')}e^{-iH_j\tau}e^{-iH_k\tau'}\big],\quad H_i=\varepsilon_i+h_i .
\label{trace}
\end{equation}
For slow, classical phonons the commutators drop out and the exponentials combine, leaving
$S=\langle\delta(E_i-E_j)\delta(E_i-E_k)\rangle_i$, a thermal average over coordinates.

Give each site an independent coordinate $x_l$ with unit spring constant and let the carrier on $i$ add $-gx_i$. The relaxed site has $x_i=g$ and energy $-E_p$, with $E_p=g^2/2$. The elastic energy is common to all sites, so the gaps are
\begin{equation}
D_j=E_i-E_j=\varepsilon_i-\varepsilon_j-gx_i+gx_j .
\end{equation}
With $\beta=1/k_BT$, each $x$ has variance $1/\beta$. For equal site energies each gap has mean $-g^2=-2E_p$ and variance $2g^2/\beta=4E_p/\beta$. Two gaps share $x_i$, so their covariance is $g^2/\beta=2E_p/\beta$:
\begin{equation}
C=\frac{2E_p}{\beta}\begin{pmatrix}2&1\\1&2\end{pmatrix},\qquad
C^{-1}=\frac{\beta}{6E_p}\begin{pmatrix}2&-1\\-1&2\end{pmatrix},\qquad
\sqrt{\det C}=\frac{2\sqrt3E_p}{\beta}.
\end{equation}
With $\mathbf m=-2E_p(1,1)$, $\tfrac12\mathbf m^{T}C^{-1}\mathbf m=\tfrac12\,4E_p^2\,\frac{2\beta}{6E_p}=\tfrac23\beta E_p$. The Gaussian densities at zero gap, for three levels and for two, are
\begin{equation}
S_0=\frac{\beta\,e^{-2\beta E_p/3}}{4\pi\sqrt3\,E_p},\qquad
\rho_0=\sqrt{\frac{\beta}{8\pi E_p}}\;e^{-\beta E_p/2}.
\end{equation}

\textbf{Q:} Where do $2/3$ and $1/2$ come from physically?

\textbf{A:} To align $n$ levels, $n$ coordinates must share a value $X$. The energy $nX^2/2-gX$ is least at $X=g/n$, where it equals $-E_p/n$. Measured from the relaxed state the barrier is $E_p(1-1/n)$. The third site costs an extra $E_p/6$.

\textbf{Q:} Does the perturbative result agree with a direct solution of the dynamics?

\textbf{A:} One can freeze the coordinates, diagonalize the $3\times3$ Hamiltonian at each point of a $200\times200$ grid of gaps, and average the transfer probability with the Gaussian weight. With $\hbar=k_BT=1$, $E_p=2$, $J=0.002$ and $\Phi=0.7$, I took the flux-odd growth rate between times 10 and 20. It is $1.229\times10^{-9}$ towards $j$ and the opposite towards $k$; Eq.~(\ref{odd}) gives $1.232\times10^{-9}$, higher by 0.3\%. Raising site $k$ by 12, with the rest held fixed, reduces the magnitude of the odd growth rate over the same times by a factor of about a million; of the remainder, Eq.~(\ref{odd}) accounts for a steady part $e^{-16}\approx10^{-7}$ of the original rate, and the rest is of higher order in $J$ and grows with the time window. The loop and its phase are still there, but the resonance has become exponentially rare.

\section{From a biased hop to a Hall mobility}

\textbf{Q:} In a lattice each hop belongs to triangles on both sides. Do they not cancel?

\textbf{A:} They do without an electric field. A field $\mathbf E$ in the plane gives $\varepsilon_i=-q\mathbf E\cdot\mathbf r_i$ and shifts the mean gaps by $\Delta_j=q\mathbf E\cdot(\mathbf r_j-\mathbf r_i)$. To first order
\begin{equation}
\delta\ln S=-\mathbf m^{T}C^{-1}\boldsymbol\Delta=\frac{\beta}{3}(\Delta_j+\Delta_k),\qquad
\delta\ln\rho=\frac{2E_p\Delta_j}{4E_p/\beta}=\frac{\beta}{2}\Delta_j .
\end{equation}
Triangles on the downhill side meet their resonance more often, and the cancellation fails.

Take a triangular lattice of spacing $a$, with neighbours $\mathbf R_n$ at angles $60^\circ n$ and all sites equally occupied. The pair hops have rate $W_0=(2\pi/\hbar)J^2\rho_0$. Since $\sum_n\mathbf R_n(\mathbf R_n\cdot\mathbf u)=3a^2\mathbf u$ for a vector $\mathbf u$ in the plane,
\begin{equation}
\mathbf v_{\rm even}=\sum_n\mathbf R_nW_0\Big(1+\frac{\beta q}{2}\mathbf E\cdot\mathbf R_n\Big)=\mu\mathbf E,\qquad \mu=\tfrac32\beta qa^2W_0 .
\end{equation}
For the odd part let $G=(4\pi^2/\hbar)J^3S_0$ and $\phi=qB\sqrt3a^2/4\hbar$. The hop to $\mathbf R_n$ can pass through $\mathbf R_{n-1}$, an anticlockwise loop with phase $+\phi$, or through $\mathbf R_{n+1}$, with phase $-\phi$:
\begin{align}
\mathbf v_{\rm odd}&=\frac{\beta qG\sin\phi}{3}\sum_n\mathbf R_n\,\mathbf E\cdot(\mathbf R_{n-1}-\mathbf R_{n+1})\nonumber\\
&=-\frac{\beta qG\sin\phi}{\sqrt3}\sum_n\mathbf R_n\,\mathbf R_n\cdot(\mathbf E\times\hat{\mathbf z})
=-\sqrt3\,\beta qa^2G\sin\phi\;\mathbf E\times\hat{\mathbf z}.
\end{align}
I used $\mathbf R_{n-1}-\mathbf R_{n+1}=-2\sin60^\circ\,\hat{\mathbf z}\times\mathbf R_n$ and $\mathbf E\cdot(\hat{\mathbf z}\times\mathbf R_n)=\mathbf R_n\cdot(\mathbf E\times\hat{\mathbf z})$.

Define the Hall mobility by $\mathbf v=\mu\mathbf E+\mu\mu_H\mathbf E\times\mathbf B$. Dividing by $\mu$ gives
\begin{equation}
\mu_HB=-\frac{2}{\sqrt3}\frac{G\sin\phi}{W_0}.
\label{angle}
\end{equation}
For small $\phi$, with $G/W_0=2\pi JS_0/\rho_0$ and $S_0/\rho_0=\sqrt{\beta/(6\pi E_p)}\,e^{-\beta E_p/6}$,
\begin{equation}
\mu_H=-\frac{\pi qa^2}{\hbar}J\frac{S_0}{\rho_0}
=-\frac{qa^2}{\hbar}\,J\sqrt{\frac{\pi\beta}{6E_p}}\;e^{-\beta E_p/6}.
\label{hall}
\end{equation}

\textbf{Q:} The sign depends on $J$?

\textbf{A:} Yes, since an odd number of bonds encloses the flux. For $J<0$ the Hall sign is that of $q$. You can see it on one triangle: a positive carrier leaves the top corner, heading down, with $\mathbf B$ towards you. The direct hop to the lower left has its detour through the lower right, a clockwise loop, so its odd rate is $-G\sin\phi>0$. The force $q\mathbf v\times\mathbf B$ also points left. For $J>0$ the deflection is opposite. If a hole is made in the same band of orbitals, exchanging the order of the two fermion operators in the transfer term reverses the sign of $J$. As $q$ reverses too, electrons and holes then share one Hall sign in this model.

\textbf{Q:} Would one isolated triangle show a Hall effect?

\textbf{A:} It shows a transient one. Let its corners $\mathbf r_i$, measured from the centre, be numbered anticlockwise and equally occupied when $\mathbf E$ is switched on. As $\sum_i\varepsilon_i=0$, the relative change of $S$ for a start at $i$ is $\beta(2\varepsilon_i-\varepsilon_j-\varepsilon_k)/3=\beta\varepsilon_i$. The odd rate is $-$ towards $i+1$ and $+$ towards $i+2$, so
\begin{align}
\mathbf v_{\rm odd}&=\frac{G\sin\phi}{3}\sum_i(1+\beta\varepsilon_i)(\mathbf r_{i+2}-\mathbf r_{i+1})\nonumber\\
&=\frac{\beta qG\sin\phi}{\sqrt3}\,\hat{\mathbf z}\times\sum_i\mathbf r_i(\mathbf r_i\cdot\mathbf E)
=\frac{\beta qa^2G\sin\phi}{2\sqrt3}\,\hat{\mathbf z}\times\mathbf E ,
\end{align}
from $\mathbf r_{i+2}-\mathbf r_{i+1}=-\sqrt3\,\hat{\mathbf z}\times\mathbf r_i$ and $|\mathbf r_i|^2=a^2/3$. Three sites therefore suffice for a transverse response. Once the populations relax to $(1-\beta\varepsilon_i)/3$, the linear term cancels and the velocity vanishes. A steady Hall current needs loops joined into an extended network, such as the triangular lattice above.

\section{Numbers for an oxide layer}

\textbf{Q:} What would I measure?

\textbf{A:} Take a hole polaron with $a=0.28$ nm, $E_p=0.40$ eV, $J=-10$ meV, $T=300$ K ($k_BT=25.85$ meV) and $B=10$ T. The triangle area is $0.0340\ \mathrm{nm^2}$ and $\phi=5.16\times10^{-4}$. The barriers are 0.200 and 0.267 eV, and the densities are $\rho_0=8.57\times10^{-4}\ \mathrm{eV^{-1}}$ and $S_0=1.47\times10^{-4}\ \mathrm{eV^{-2}}$. Then
\begin{align}
W_0&=\frac{2\pi(0.010)^2(8.57\times10^{-4})}{6.58\times10^{-16}}\ \mathrm{s^{-1}}=8.2\times10^{8}\ \mathrm{s^{-1}},\\
|G\sin\phi|&=4.6\times10^{3}\ \mathrm{s^{-1}},\qquad |G\sin\phi|/W_0=5.57\times10^{-6}.
\end{align}
In one triangle a carrier has two destinations and leaves at the total rate $2W_0$, so the fraction of hops that change destination is $|G\sin\phi|/2W_0$, about three per million. The drift mobility is
\begin{equation}
\mu=\frac{1.5\,(0.28\times10^{-9})^2(8.18\times10^8)}{0.02585}\ \mathrm{\frac{m^2}{V\,s}}
=3.7\times10^{-5}\ \mathrm{\frac{cm^2}{V\,s}} .
\end{equation}
Equation~(\ref{angle}) gives $\mu_HB=1.155\times5.57\times10^{-6}=6.4\times10^{-6}$, hence $\mu_H=6.4\times10^{-3}\ \mathrm{cm^2/Vs}$.

\textbf{Q:} The Hall mobility is 170 times the drift mobility!

\textbf{A:} They measure different things. $\mu$ contains the hop rate; $\mu_H$ contains the ratio of triple to pair coincidences, from which most of the activation cancels. With carrier density $n$ the conductivity is $nq\mu$ and the Hall coefficient is $\mu_H/(nq\mu)$. Reading the latter as $1/(nq)$ would give a density 170 times too low. With classical phonons and the other parameters fixed, between 250 and 400 K $\mu$ rises from $1.0\times10^{-5}$ to $1.7\times10^{-4}\ \mathrm{cm^2/Vs}$, a factor of 16, and $\mu_H$ from $4.2\times10^{-3}$ to $1.06\times10^{-2}$, a factor of 2.5.

\textbf{Q:} My phonons are not classical at 300 K.

\textbf{A:} For a phonon energy $\hbar\omega=50$ meV they are not. In Eq.~(\ref{trace}) shift the time contours so that each of the $n$ sites holds the carrier for an imaginary time $s=\beta/n$. A thermal oscillator pushed for a time $s$ contributes $\exp\{E_p[s-X(s)]\}$, which follows from integrating its position correlation twice:
\begin{align}
s-X(s)&=\hbar\omega\int_0^s\!(s-u)\frac{\cosh[\hbar\omega(\beta/2-u)]}{\sinh(\beta\hbar\omega/2)}\,du,\\
X(s)&=\frac{\cosh(\beta\hbar\omega/2)-\cosh[\hbar\omega(\beta/2-s)]}{\hbar\omega\sinh(\beta\hbar\omega/2)} .
\end{align}
Dividing by the relaxed weight $e^{\beta E_p}$ leaves the exponent $-nE_pX(\beta/n)$. Small real-time deviations $\tau_l$, with $\sum_l\tau_l=0$, add $-\tfrac12\kappa_n\sum_l\tau_l^2$, where $\kappa_n=-E_pX''(\beta/n)$. The Gaussian integrals give
\begin{equation}
\rho_q=\frac{e^{-2E_pX(\beta/2)}}{\sqrt{4\pi\kappa_2}},\qquad
S_q=\frac{e^{-3E_pX(\beta/3)}}{2\pi\sqrt3\,\kappa_3}.
\end{equation}
This keeps the first coincidence and assumes that phonon dispersion suppresses later recurrences. The dispersion must be large enough: for the pair rate at 300 K, a Gaussian spread of phonon frequencies with an rms width of 10\% leaves each neighbouring recurrence at 7\% of the first coincidence, but a width of 5\% leaves it at about half. In this Gaussian approximation the pair rate grows by a factor 1.87 and the triple rate by 2.13, so $\mu_H$ grows by 1.14. Doing the time integrals over the first coincidence in full changes these factors to 1.89, 2.18 and 1.15. The triple integral has six nearest recurrences against two for the pair, so $\mu_H$ is the more sensitive to them. With the recurrences summed, a 10\% width raises the pair rate by a further 14\% and the triple rate by 38\%, and the factor for $\mu_H$ becomes 1.40; a 5\% width makes it about 2.9, while at 20\% the recurrences are negligible and it is 1.16. The numbers that follow keep the first coincidence only. The correction is larger in the cold, so the temperature dependence weakens: from 250 to 400 K the full integrals make $\mu$ rise by a factor of 7.6 and $\mu_H$ by 2.2, instead of the classical 16 and 2.5.

\textbf{Q:} And the expansion in $J$?

\textbf{A:} The gap changes at an rms speed $2\omega\sqrt{E_pk_BT}$, because each velocity $\dot x$ has variance $\omega^2k_BT$. The Landau--Zener transfer per crossing at that speed, $1-\exp[-\pi J^2/(\hbar\omega\sqrt{E_pk_BT})]$, is 0.06, so perturbation theory is reasonable. The $\cos\Phi$ term is larger. Given $D_j=0$, $D_k$ has mean $-E_p$ and variance $3E_pk_BT$. Two triangles change the pair rate by the fraction $4J\langle\mathcal P(1/D_k)\rangle=0.13$. I have not computed the matching correction to the odd rate, so this figure is only a rough guide to the error that cutting off the expansion leaves in $\mu_H$.

\textbf{Q:} Which material is this?

\textbf{A:} None in particular. The geometry and spacing are those of the triangular cobalt layer in LiCoO$_2$, but $E_p$ and $|J|$ are round values, and the sign of $J$ is a choice, so the model does not predict the Hall mobility or its sign there. The small $|J|$ is the critical assumption. With the other parameters fixed, the Landau--Zener transfer per crossing would be 0.43 at $|J|=30$ meV and almost 1 at 100 meV, where the expansion in $J$ fails. Band widths in layered cobalt oxides suggest transfers well above 10 meV, so find $J$ for your material before using these formulas. Classical phonons are a second assumption that such an oxide breaks, with the factors 1.87 for $\mu$ and 1.14 for $\mu_H$ found above for 50 meV phonons at 300 K, which hold for strong dispersion and grow if the phonon band is narrow. For an assumed splitting of 0.10 eV, a higher orbital doublet would carry $2e^{-0.10/0.02585}=0.04$ of the lower orbital's weight. Lithium vacancies can bind holes and make site energies unequal; I have not sized that, nor carrier interactions or phonons shared between sites. At fixed other parameters $\mu\propto J^2$ and $\mu_H\propto J$, so an error in $J$ enters the drift mobility twice as strongly.
